# Localization length of a weakly disordered chain above its band centre

For a chain with hopping $t$ and independent site energies spread uniformly over a full width $W=t$, the weak-disorder amplitude localization length at energy $E=t$ above band centre is

$$\xi\simeq\frac{24(4t^2-E^2)}{W^2}=24\times3=72\ \text{sites}.$$

The wave amplitude falls typically as $e^{-N/\xi}$ and the probability as $e^{-2N/\xi}$, so the probability length is 36 sites. The formula is the leading order in $W$. A numerical recursion at $W=t$ gives 70.8 sites, 1.7% below it.

## The model and a quick estimate

The site equation is

$$E\psi_n=\varepsilon_n\psi_n-t(\psi_{n+1}+\psi_{n-1}),\qquad -\tfrac W2\le\varepsilon_n\le\tfrac W2 .$$

In the clean chain $\psi_n=e^{ikn}$ gives $E=-2t\cos k$, and the velocity in energy units is $v=dE/dk=2t\sin k$. At $E=t$, $\cos k=-1/2$, hence $k=2\pi/3$, $\sin^2k=3/4$ and $v^2=3t^2$.

Let sites $1$ to $N$ be disordered and let clean leads continue the chain on both sides. A wave of unit amplitude arrives from the left:

$$\psi_n=e^{ik(n-1)}+re^{-ik(n-1)}\quad(n\le1).$$

Then $\psi_1=1+r$, and

$$\psi_0=e^{-ik}+re^{ik}=e^{ik}\psi_1-2i\sin k .$$

Inserting this in the equation for site 1 gives, for $N>1$,

$$(E-\varepsilon_1+te^{ik})\psi_1+t\psi_2=2it\sin k=iv .$$

The left lead has become a term $te^{ik}$ and a source $iv$. On the right the wave is purely outgoing, $\psi_{N+1}=e^{ik}\psi_N$, which adds $te^{ik}$ on site $N$. With $G$ the inverse of the resulting matrix, $\psi_N=iv\,G_{N1}$. The leads have equal velocities and the matrix is symmetric, so

$$T=|\psi_N|^2=v^2|G_{1N}|^2 .$$

For one disordered site both lead terms fall on it. Since $E+2te^{ik}=2it\sin k=iv$,

$$\psi_1=\frac{iv}{iv-\varepsilon},\qquad T_1=\frac{v^2}{v^2+\varepsilon^2},\qquad R_1=1-T_1\simeq\frac{\varepsilon^2}{v^2}.$$

The variance of a uniform distribution is $\langle\varepsilon^2\rangle=W^2/12$. At $W=E=t$ one site therefore reflects on average, to leading order, $(1/12)/3=1/36$ of the incident probability.

Two scatterers in series, with multiple reflections summed, transmit

$$T_{12}=\frac{T_1T_2}{|1-\sqrt{R_1R_2}\,e^{i\theta}|^2}.$$

If the round-trip phase $\theta$ is uniformly distributed, the logarithm of the denominator averages to zero: the series $\ln(1-z)=-\sum_m z^m/m$ contains no constant term. Logarithms of transmission then add, and

$$\langle\ln T\rangle\simeq-\frac N{36}.$$

Since $T\propto|G_{1N}|^2$, the amplitude decays at half this rate, which gives $\xi=72$. The uniform phase was assumed here. At $k=2\pi/3$ the clean phase repeats every three sites, so the assumption needs justification.

## Controlled derivation

**From Green function to recursion.** Define

$$\frac1\xi=-\lim_{N\to\infty}\frac1N\langle\ln|G_{1N}(E)|\rangle .$$

The leads alter the two end sites and not the growth rate along the chain, so they can be dropped here. The matrix $E-H$ has diagonal entries $E-\varepsilon_n$ and neighbouring entries $+t$. Deleting its last row and first column leaves a triangular matrix with $t$ on the diagonal. Therefore

$$|G_{1N}|=\frac{t^{N-1}}{|D_N|},\qquad D_n=(E-\varepsilon_n)D_{n-1}-t^2D_{n-2},$$

where $D_n$ is the determinant for the first $n$ sites, $D_0=1$ and $D_{-1}=0$. Put $\psi_{n+1}=(-1)^nD_n/t^n$. Dividing the determinant recursion by $t^n$ and restoring the signs gives

$$\psi_{n+1}=\left(2\cos k+\frac{\varepsilon_n}{t}\right)\psi_n-\psi_{n-1},\qquad \psi_0=0,\ \psi_1=1 .$$

This is the site equation, and $|G_{1N}|=1/(t|\psi_{N+1}|)$. The decay rate of $G$ is the growth rate of a solution launched from one end.

**Amplitude and phase.** Write

$$\psi_n=R_n\sin\phi_n,\qquad \psi_{n-1}=R_n\sin(\phi_n-k).$$

The growth of $\ln R_n$ gives $1/\xi$; the extra term $\ln|\sin\phi_n|$ has a finite average for a smooth phase distribution and disappears after division by $N$.

Because $2\cos k\sin\phi_n-\sin(\phi_n-k)=\sin(\phi_n+k)$, the recursion reads

$$\psi_{n+1}=R_n\left[\sin(\phi_n+k)+\frac{\varepsilon_n}{t}\sin\phi_n\right].$$

Subtract $\psi_n\cos k$ and define $A_n=\varepsilon_n/(t\sin k)$:

$$\psi_{n+1}-\psi_n\cos k=R_n\sin k\,(\cos\phi_n+A_n\sin\phi_n).$$

The definitions at the next site give the same quantity as

$$\psi_{n+1}-\psi_n\cos k=R_{n+1}\sin k\,\cos(\phi_{n+1}-k),$$

while $\psi_n=R_{n+1}\sin(\phi_{n+1}-k)$. Thus

$$R_{n+1}\cos(\phi_{n+1}-k)=R_n(\cos\phi_n+A_n\sin\phi_n),$$
$$R_{n+1}\sin(\phi_{n+1}-k)=R_n\sin\phi_n .$$

Squaring and adding yields

$$\frac{R_{n+1}^2}{R_n^2}=1+A_n\sin2\phi_n+A_n^2\sin^2\phi_n .$$

Nothing has been approximated in this ratio.

**Second order.** Use $\tfrac12\ln(1+x)=\tfrac12x-\tfrac14x^2+\dots$ and keep terms through $A^2$:

$$\ln\frac{R_{n+1}}{R_n}=\frac A2\sin2\phi+\frac{A^2}{2}\sin^2\phi-\frac{A^2}{4}\sin^22\phi+O(A^3).$$

The phase $\phi_n$ depends on earlier site energies and not on $\varepsilon_n$. The averages over $A_n$ and $\phi_n$ therefore factor, and the linear term vanishes because $\langle A_n\rangle=0$. The cubic term vanishes because the distribution is symmetric. With $\sin^2\phi=(1-\cos2\phi)/2$ and $\sin^22\phi=(1-\cos4\phi)/2$,

$$\frac1\xi=\frac{\langle A^2\rangle}{8}\left(1-2\langle\cos2\phi\rangle+\langle\cos4\phi\rangle\right)+O(\langle A^4\rangle).$$

**Why the phase averages vanish.** Dividing the two equations for $\phi_{n+1}$ gives

$$\cot(\phi_{n+1}-k)=\cot\phi_n+A_n .$$

Expanding through second order,

$$\phi_{n+1}=\phi_n+k-A_n\sin^2\phi_n+A_n^2\sin^3\phi_n\cos\phi_n+\dots$$

In a stationary distribution the average of $e^{2im\phi}$ is the same at successive sites. The term linear in $A$ averages to zero, leaving

$$(1-e^{2imk})\langle e^{2im\phi}\rangle=O(\langle A^2\rangle).$$

The required harmonics are $m=1$ and $m=2$. At $k=2\pi/3$, neither $2k=4\pi/3$ nor $4k=8\pi/3$ is a multiple of $2\pi$. Both averages are therefore of order $W^2$, and they change $1/\xi$ at order $W^4$. The three-site repetition makes the harmonic $m=3$ resonant, but that harmonic is absent from the second-order rate.

The leading rate is

$$\frac1\xi=\frac{\langle A^2\rangle}{8}=\frac{W^2}{96t^2\sin^2k}=\frac{W^2}{24(4t^2-E^2)},$$

where $4t^2\sin^2k=4t^2-E^2$. At $W=E=t$, $\langle A^2\rangle=1/9$ and $1/\xi=1/72$.

## Where the formula fails

At band centre $k=\pi/2$ and $4k=2\pi$. The factor multiplying $\langle e^{4i\phi}\rangle$ is then zero, so the second-order terms must balance among themselves:

$$\left\langle e^{4i\phi}\left(4i\sin^3\phi\cos\phi-8\sin^4\phi\right)\right\rangle=0 .$$

For a uniform phase the first term gives $1/4$ and the second $-1/2$. Their sum is not zero, so the uniform distribution is not stationary. The common factor $\langle A^2\rangle$ has cancelled, which means that reducing the disorder does not cure the failure.

At $W=t/2$ the recursion gives $\langle\cos4\phi\rangle=-0.085$ at band centre. This harmonic alone predicts a length larger than the simple formula by $1/(1-0.085)=1.09$. The measured factor is 1.10.

Near a band edge the failure has another cause. At distance $\delta$ inside the edge, $4t^2-E^2\simeq4t\delta$, so the formula gives $\xi\simeq96t\delta/W^2$. The phase, measured from its edge value, advances by about $\sqrt{\delta/t}$ per site. It must turn many times within $\xi$, which requires

$$\frac\delta t\gg\left(\frac{W^2}{96t^2}\right)^{2/3}.$$

For $W=t$ the right side is about 0.05. At $E=t$ the upper edge is at $\delta/t=1$, well within the permitted range.

## Comparison of estimate and measured length

The quick estimate and the controlled derivation agree because $A^2/8=\varepsilon^2/(2v^2)$. The second supplies the missing condition on the phase. Direct recursion at $E=t$ gives:

- $W=t/2$: $287.4\pm0.8$ sites, against 288 from the formula.
- $W=t$: $70.81\pm0.09$ sites, against 72.

The uncertainties are standard errors. The small shortfall at $W=t$ can be understood from two fourth-order effects. With uniform phases the rate is $\tfrac12\langle\ln(1+\varepsilon^2/v^2)\rangle$. Since $\langle\varepsilon^4\rangle=W^4/80$, its next term lowers the rate by the fraction

$$\frac{\langle\varepsilon^4\rangle}{2v^2\langle\varepsilon^2\rangle}=\frac{1/80}{2\times3/12}=\frac1{40}=2.5\%.$$

The phase is not quite uniform, however. At $W=t/2$ the measured values are $\langle\cos2\phi\rangle=-0.0033$ and $\langle\cos4\phi\rangle=0.0033$, which raise the rate by $3\times0.0033=1.0\%$. Scaling as $W^2$, this becomes about 4% at $W=t$. The net increase is about 1.5%, close to the measured 1.7%. This estimate neglects higher phase harmonics.

The open-chain Green function gives $\langle\ln T\rangle=-2.07\pm0.02$ for 72 sites, against $-2$ at leading order. The measured length would give $-144/70.81=-2.03$, within two standard errors.

## A superlattice filter in a transistor

A nanowire superlattice has been proposed as an energy filter at the source of a steep-slope transistor. Each quantum well acts as one site. Take rough typical values: period $a=6$ nm, $t=25$ meV, $W=25$ meV, and a carrier 25 meV above the mean site energy. Then

$$\xi a=72\times6\ \text{nm}=432\ \text{nm},$$

with a probability length of 216 nm. A ten-period filter is 60 nm long, much shorter than $\xi a$. Between leads that continue the same superlattice, its typical transmission is

$$T_{\rm typ}=e^{\langle\ln T\rangle}\simeq e^{-20/72}=0.76 .$$

The Green function gives $\langle\ln T\rangle=-0.276\pm0.004$, against $-0.278$. In this model, static disorder weakens transmission through the filter without localizing the carrier inside it. A filter joined to ordinary wire also reflects at its two ends, even without disorder, so its transmission can be much lower.

**Band shape.** A square-barrier calculation with 4 nm wells, 2 nm barriers of height 0.50 eV and effective mass 0.05 electron masses gives a hopping of 26.6 meV, near the chosen value. It also gives a second-neighbour hopping $t_2=-0.123t$. The dispersion becomes $E=-2t\cos k-2t_2\cos2k$. A weak site scatterer still reflects $\varepsilon^2/v^2$, because the propagating part of the clean Green function has magnitude $1/|v|$, with $v=dE/dk$. Hence

$$\frac1\xi=\frac{\langle\varepsilon^2\rangle}{2v^2},\qquad v=2t\sin k+4t_2\sin2k .$$

With $W=E=t$ held fixed, the larger velocity raises $\xi$ to 108 periods, or about 650 nm. Direct recursion gives 107 periods. The hopping series is cut here at $t_2$; the full square-barrier band, with a third hopping of $0.025t$, gives 105 periods from the same formula. This 50% change far exceeds the error of the weak-disorder expansion: the nearest-neighbour assumption is the weaker one for these layers.

**Layer thickness.** Widening all wells by a rough layer step of 0.3 nm lowers the mean level by 14.8 meV. Take this as the approximate shift when a single well is widened. If each well takes either thickness with equal probability, the variance is $(14.8/2)^2\simeq55$ meV$^2$, close to $25^2/12\simeq52$ meV$^2$. The chosen $W$ is thus of the size of the level fluctuations caused by one layer, but somewhat low. A wider well also lowers the hopping, by 12.5% when all wells are widened, so 25 meV above the mean level a single widened well scatters like a site shift of 16.8 meV. Random 4.0 and 4.3 nm wells in the square-barrier model give $\xi=81$ periods at this energy, an effective variance of about 66 meV$^2$.

Barrier fluctuations disturb the hopping too. A change $\delta t$ on the bond between $n$ and $n+1$ couples $k$ to $-k$ through two equal terms, with total magnitude $2|\delta t|$ in place of $|\varepsilon|$. Independent hopping disorder of full width $W_t$ therefore adds the fraction $4(W_t/W)^2$ to $1/\xi$. For $W_t=0.2t$ this is 16%; the recursion gives 16.1%. In the nearest-neighbour chain, $\xi$ falls to 62 periods. A one-layer step in the barriers has a larger effect: it lowers the hopping by 18%. If both barrier thicknesses are equally likely, the same variance requires $W_t\simeq0.32t$, and the added fraction is about 40%. In real layers one thickness step changes levels and hoppings together, so adding independent contributions gives only the scale of $\xi$. In the square-barrier model random barriers act like a variance of about 28 meV$^2$ rather than 21 meV$^2$, and with wells and barriers both random by one layer $\xi$ is 44 periods.

**Temperature, bias and charge.** At 300 K, $k_BT=25.9$ meV, about the distance to the upper band edge in the nearest-neighbour model. Moving the energy down or up by $k_BT/2$ changes the formula's length to 90 or 41 periods, so one length does not describe a thermal current. A bias of 10 mV across the filter gives a field of 0.0017 MV/cm. The same field extended over 432 nm would shift the energy by 72 meV, far beyond the distance to the edge. The Coulomb energy between charges in neighbouring wells, for relative permittivity 13, is about 18 meV and can rival the disorder. By contrast, with the same constant mass, the next transverse subband in a hard-walled wire 6 nm wide lies about 630 meV higher, so one mode suffices in this model. In real semiconductors a light mass grows with energy, which reduces this spacing. It also reduces the hopping, because such a wire adds about 0.4 eV of confinement energy in the constant-mass model. Masses of 0.07 and 0.09 give $t\simeq15$ and 9 meV for the same layers, and one-layer well disorder then gives lengths of only about 35 and 17 periods at $E=t$. Wire roughness is also left out: a 0.3 nm change of width shifts the level by 19 meV in one direction or 39 meV in both, more than the layer step. The 432 nm figure holds only for the assumed $t$ and $W$.

**Inelastic scattering.** For a lifetime of roughly 0.1 ps, the nearest-neighbour model's velocity of $3.9\times10^7$ cm/s gives a path of 39 nm. This is shorter than the filter and eleven times shorter than $\xi a$. Interference is then interrupted before localization develops. Under these room-temperature conditions, 432 nm measures the strength of static backscattering and is not a predicted decay length of the current. Observing the localized regime would require a superlattice longer than $\xi a$, an inelastic path of at least that length, and a bias small enough to keep the energy nearly constant along it.

The numerical output below lists the values of the chain and plane-wave calculations.

## Table of computed values

```
Phase per site k at E = t: 2.0944 rad
sin^2(k): 0.7500
Site-energy variance / t^2: 0.08333
Weak-disorder amplitude length: 72.00 sites
Probability length: 36.00 sites
Measured length, W = t: 70.81 +- 0.09 sites
Measured/formula, W = t: 0.9835
Formula length, W = t/2: 288.0 sites
Measured length, W = t/2: 287.4 +- 0.8 sites
Mean cos(2 phi), E = t, W = t/2: -0.0033
Mean cos(4 phi), E = t, W = t/2: 0.0033
Mean cos(4 phi), E = 0, W = t/2: -0.0847
Measured/formula length at E = 0: 1.1007
Mean ln T, 72 sites: -2.073 +- 0.022
Formula ln T, 72 sites: -2.000
Device hopping t: 25.0 meV
Device disorder full width W: 25.0 meV
Device energy above centre: 25.0 meV
Well, barrier, period: 4.0, 2.0, 6.0 nm
Device amplitude length: 432.0 nm
Device probability length: 216.0 nm
Filter: 10 periods, 60.0 nm
Filter mean ln T: -0.2757 +- 0.0038
Filter formula ln T: -0.2778
Filter typical T, formula: 0.7575
Barrier height: 0.50 eV
Effective mass / electron mass: 0.050
Plane-wave hopping: 26.64 meV
Second/first hopping ratio: -0.1226
Length with second hopping, formula: 108.06 sites
Length with second hopping, measured: 106.90 sites
Layer-thickness step: 0.30 nm
Level shift, one layer more well: -14.76 meV
Hopping change, one layer more barrier: -18.2 %
Hopping-disorder full width / t: 0.20
Added inverse length, formula: 16.0 %
Added inverse length, measured: 16.1 %
Temperature: 300 K
Thermal energy: 25.85 meV
Formula length half kT lower: 90.40 sites
Formula length half kT higher: 40.77 sites
Assumed inelastic lifetime: 0.10 ps
Group velocity: 3.947e+07 cm/s
Inelastic path: 39.47 nm
Bias across filter: 10.0 mV
Mean filter field: 0.00167 MV/cm
Energy drop over xi at this field: 72.0 meV
Wire width: 6.0 nm
Next transverse subband spacing: 626.7 meV
Relative permittivity: 13.0
Neighbour-well Coulomb energy: 18.46 meV
```
